# The k·p Hamiltonian and the Inverse Effective-Mass Tensor: a numerical check

```python
"""
Result under test (Hartree atomic units, free-electron mass = 1):
for psi = exp(i k.r) u with u cell-periodic, u is an eigenfunction of
    H(k) = p^2/2 + V + k.p + k^2/2,
and a nondegenerate band n has at k0 the energy Hessian
    (1/m*)_ab = delta_ab + 2 sum_{m != n} Re[pi^a_nm pi^b_mn]/(E_n - E_m),
with pi = p + k0 taken between the cell-periodic functions at k0.
At an extremum pi_nn = 0 and the Hessian is the inverse mass tensor.
Model: square lattice of constant a, g = 2 pi/a,
    V = 2A[cos(gx) + cos(gy)] + 2B sin(g(x+y)).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a = 8.0
A = 0.03
B = 0.06
g = 2 * np.pi / a
X_POINT = np.array([g / 2, 0.0])
GAMMA = np.zeros(2)


def make_basis(nmax):
    r = np.arange(-nmax, nmax + 1)
    return np.array([(i, j) for i in r for j in r])


BASIS = make_basis(6)


def potential_matrix(labels):
    d = labels[:, None, :] - labels[None, :, :]
    v = np.zeros(d.shape[:2], dtype=complex)
    v[np.abs(d).sum(axis=2) == 1] = A
    v[(d[..., 0] == 1) & (d[..., 1] == 1)] = -1j * B
    v[(d[..., 0] == -1) & (d[..., 1] == -1)] = 1j * B
    return v


V_BASIS = potential_matrix(BASIS)


def hamiltonian(k, scale=1.0, labels=BASIS, vmat=V_BASIS):
    kinetic = 0.5 * np.sum((k + g * labels) ** 2, axis=1)
    return np.diag(kinetic) + scale * vmat


def energy(k, band, scale=1.0):
    return np.linalg.eigvalsh(hamiltonian(k, scale))[band]


def kp_data(k, band, scale=1.0, labels=BASIS, vmat=V_BASIS):
    """Energies, states, pi_nm, contribution of each m to the tensor."""
    e, c = np.linalg.eigh(hamiltonian(k, scale, labels, vmat))
    momentum = k + g * labels
    pi = np.array([(c[:, band].conj() * momentum[:, s]) @ c
                   for s in range(2)])
    parts = np.zeros((len(e), 2, 2), dtype=complex)
    for m in range(len(e)):
        if m != band:
            parts[m] = (2 * np.outer(pi[:, m], pi[:, m].conj())
                        / (e[band] - e[m]))
    return e, c, pi, parts


def hessian_numeric(k, band):
    """Richardson-improved second differences of the band energy."""
    def second(h):
        out = np.zeros((2, 2))
        step = h * np.eye(2)
        for s in range(2):
            for t in range(2):
                out[s, t] = (energy(k + step[s] + step[t], band)
                             - energy(k + step[s] - step[t], band)
                             - energy(k - step[s] + step[t], band)
                             + energy(k - step[s] - step[t], band))
        return out / (4 * h * h)
    return (4 * second(5e-4) - second(1e-3)) / 3


def gradient_numeric(k, band, h=1e-4):
    return np.array([(energy(k + h * s, band) - energy(k - h * s, band))
                     / (2 * h) for s in np.eye(2)])


# Operator identity for an arbitrary cell-periodic function
x, y, k1, k2 = sp.symbols("x y k1 k2", real=True)
u = sp.Function("u")(x, y)
pot = sp.Function("V")(x, y)
phase = sp.exp(sp.I * (k1 * x + k2 * y))


def schroedinger(f):
    return -(sp.diff(f, x, 2) + sp.diff(f, y, 2)) / 2 + pot * f


left = sp.expand(schroedinger(phase * u) / phase)
right = (schroedinger(u) - sp.I * (k1 * sp.diff(u, x) + k2 * sp.diff(u, y))
         + (k1**2 + k2**2) * u / 2)
assert sp.simplify(left - right) == 0

# Data at the X point for the second band (index 1)
e, c, pi, parts = kp_data(X_POINT, 1)
inv_mass = np.eye(2) + parts.sum(axis=0).real
gap = e[1] - e[0]

# Real-space check of the Bloch function and of the momentum elements
grid = np.arange(32) * a / 32
gx, gy = [q.ravel() for q in np.meshgrid(grid, grid, indexing="ij")]


def bloch(band, dx=0.0, dy=0.0):
    kg = X_POINT + g * BASIS
    waves = np.exp(1j * (np.outer(gx + dx, kg[:, 0])
                         + np.outer(gy + dy, kg[:, 1])))
    return waves @ c[:, band]


h = 5e-3
psi = bloch(1)
laplacian = (bloch(1, h) + bloch(1, -h) + bloch(1, 0, h)
             + bloch(1, 0, -h) - 4 * psi) / h**2
v_real = (2 * A * (np.cos(g * gx) + np.cos(g * gy))
          + 2 * B * np.sin(g * (gx + gy)))
residual = np.max(np.abs(-laplacian / 2 + v_real * psi - e[1] * psi))
assert residual < 1e-5  # limited by the finite-difference Laplacian
h = 1e-3
for m in (0, 2, 3):
    dpsi = [(bloch(m, h) - bloch(m, -h)) / (2 * h),
            (bloch(m, 0, h) - bloch(m, 0, -h)) / (2 * h)]
    quad = np.array([np.mean(psi.conj() * (-1j) * d) for d in dpsi])
    assert np.allclose(quad, pi[:, m], atol=2e-6)

# Tensor against second differences; the level is a true minimum
fd_x = hessian_numeric(X_POINT, 1)
assert np.allclose(inv_mass, fd_x, atol=1e-5)
assert np.max(np.abs(pi[:, 1])) < 1e-9
assert np.max(np.abs(gradient_numeric(X_POINT, 1))) < 1e-8
assert np.all(np.linalg.eigvalsh(fd_x) > 0)

# The first band has a saddle at X
parts_low = kp_data(X_POINT, 0)[3]
inv_low = np.eye(2) + parts_low.sum(axis=0).real
assert np.allclose(inv_low, hessian_numeric(X_POINT, 0), atol=1e-5)
low_values = np.linalg.eigvalsh(inv_low)
assert low_values[0] < 0 < low_values[1]

# General k: nonzero slope and complex momentum products
k_general = g * np.array([0.30, 0.17])
_, _, pi_gen, parts_gen = kp_data(k_general, 1)
tensor_gen = np.eye(2) + parts_gen.sum(axis=0)
fd_gen = hessian_numeric(k_general, 1)
assert np.allclose(tensor_gen.real, fd_gen, atol=1e-5)
assert abs(tensor_gen[0, 1].imag) > 1e-4
slope_gen = gradient_numeric(k_general, 1)
assert np.allclose(pi_gen[:, 1].real, slope_gen, atol=1e-6)

# Lowest band at Gamma: repulsion from above can only lower the curvature
gamma_values = np.linalg.eigvalsh(hessian_numeric(GAMMA, 0))
assert np.all(gamma_values < 1)

# Basis convergence
big = make_basis(8)
parts_big = kp_data(X_POINT, 1, labels=big, vmat=potential_matrix(big))[3]
assert np.allclose(np.eye(2) + parts_big.sum(axis=0).real, inv_mass,
                   atol=1e-8)


# Error of the parabola along x
def parabola_error(q):
    exact = energy(X_POINT + np.array([q, 0.0]), 1) - e[1]
    para = 0.5 * inv_mass[0, 0] * q * q
    return exact, para, para - exact


order = np.log2(abs(parabola_error(0.01)[2] / parabola_error(0.005)[2]))
assert abs(order - 4) < 0.1

# Halved potential: smaller gap and lighter mass
e_half, _, _, parts_half = kp_data(X_POINT, 1, scale=0.5)
inv_half = np.eye(2) + parts_half.sum(axis=0).real
gap_half = e_half[1] - e_half[0]
values, axes = np.linalg.eigh(inv_mass)
light_half = 1 / np.linalg.eigvalsh(inv_half)[-1]
assert gap_half < gap and light_half < 1 / values[-1]

# Degenerate level (zero potential): a kink replaces the parabola
q = 1e-4
dq = np.array([q, 0.0])
kink = (energy(X_POINT + dq, 0, 0.0) + energy(X_POINT - dq, 0, 0.0)
        - 2 * energy(X_POINT, 0, 0.0)) / q
assert abs(kink + g) < 1e-3

angle = np.degrees(np.arctan(axes[1, -1] / axes[0, -1]))
two_band = 1 + parts[0, 0, 0].real
free_estimate = 1 + 2 * (g / 2) ** 2 / gap


def show(name, t):
    print(f"{name}: xx {t[0, 0]:.5f}, xy {t[0, 1]:.5f}, yy {t[1, 1]:.5f}")


print(f"Lattice constant a = {a:.1f} bohr; g = {g:.6f} 1/bohr")
print(f"Potential A = {A:.3f} hartree; B = {B:.3f} hartree")
print(f"Number of plane waves = {len(BASIS)}")
print(f"X point: kx = {X_POINT[0]:.6f}, ky = {X_POINT[1]:.1f} 1/bohr")
print(f"Band 1 energy at X = {e[0]:.6f} hartree")
print(f"Band 2 energy at X = {e[1]:.6f} hartree")
print(f"Gap at X = {gap:.6f} hartree = {gap * HARTREE_EV:.4f} eV")
print("Contributions to inverse mass of band 2 at X (units 1/m_e);")
print("E in hartree, |pi| in atomic units:")
for m in (0, 2, 3, 4, 5, 6, 7):
    t = parts[m].real
    print(f" m={m+1}: E {e[m]:.5f} |pi_x| {abs(pi[0, m]):.5f}"
          f" |pi_y| {abs(pi[1, m]):.5f}"
          f" xx {t[0, 0]:.5f} xy {t[0, 1]:.5f} yy {t[1, 1]:.5f}")
show("Sum over all bands m > 8 (1/m_e)", parts[8:].sum(axis=0).real)
show("Inverse mass, formula (1/m_e)", inv_mass)
show("Inverse mass, second differences (1/m_e)", fd_x)
print(f"Largest formula-difference deviation = "
      f"{np.max(np.abs(inv_mass - fd_x)):.1e} 1/m_e")
print(f"Principal inverse masses = {values[1]:.5f}, {values[0]:.5f} 1/m_e")
print(f"Principal masses = {1/values[1]:.5f}, {1/values[0]:.5f} m_e")
print(f"Angle of light axis from x = {angle:.3f} degrees")
print(f"xx from band 1 alone = {two_band:.5f} 1/m_e")
print(f"xx with |pi_x| = g/2 and the true gap = {free_estimate:.5f} 1/m_e")
print(f"Band 1 at X, principal inverse masses = "
      f"{low_values[0]:.5f}, {low_values[1]:.5f} 1/m_e")
print(f"Band 1 at Gamma, principal inverse masses = "
      f"{gamma_values[0]:.5f}, {gamma_values[1]:.5f} 1/m_e")
print(f"Halved potential: gap = {gap_half:.6f} hartree")
print(f"Halved potential: light mass = {light_half:.5f} m_e")
print("Band 2 energy above X along x, in hartree (q in 1/bohr):")
for q in (0.01, 0.02, 0.04):
    ex, pa, er = parabola_error(q)
    print(f" q={q:.2f}: exact {ex:.7f} parabola {pa:.7f}"
          f" excess {100 * er / ex:.2f} percent")
print(f"Observed power of q in the parabola error = {order:.3f}")
print("General k = (0.30 g, 0.17 g), band 2:")
print(f" slope from pi_nn = {pi_gen[0, 1].real:.5f},"
      f" {pi_gen[1, 1].real:.5f} hartree bohr")
print(f" slope from differences = {slope_gen[0]:.5f},"
      f" {slope_gen[1]:.5f} hartree bohr")
show(" Hessian, formula (1/m_e)", tensor_gen.real)
show(" Hessian, second differences (1/m_e)", fd_gen)
print(f" discarded imaginary part of xy sum = "
      f"{tensor_gen[0, 1].imag:.5f} 1/m_e")
print(f"Zero potential at X: jump of slope = {kink:.4f} hartree bohr")
print("ALL CHECKS PASSED")
```

Printed output:

```
Lattice constant a = 8.0 bohr; g = 0.785398 1/bohr
Potential A = 0.030 hartree; B = 0.060 hartree
Number of plane waves = 169
X point: kx = 0.392699, ky = 0.0 1/bohr
Band 1 energy at X = 0.023926 hartree
Band 2 energy at X = 0.086621 hartree
Gap at X = 0.062696 hartree = 1.7060 eV
Contributions to inverse mass of band 2 at X (units 1/m_e);
E in hartree, |pi| in atomic units:
 m=1: E 0.02393 |pi_x| 0.37249 |pi_y| 0.02416 xx 4.42621 xy -0.28714 yy 0.01863
 m=3: E 0.34753 |pi_x| 0.06307 |pi_y| 0.05590 xx -0.03049 xy -0.02703 yy -0.02395
 m=4: E 0.35599 |pi_x| 0.03083 |pi_y| 0.06472 xx -0.00706 xy -0.01481 yy -0.03110
 m=5: E 0.40567 |pi_x| 0.04062 |pi_y| 0.11965 xx -0.01034 xy -0.03047 yy -0.08974
 m=6: E 0.42097 |pi_x| 0.11296 |pi_y| 0.05262 xx -0.07633 xy -0.03556 yy -0.01656
 m=7: E 0.69773 |pi_x| 0.04031 |pi_y| 0.00647 xx -0.00532 xy -0.00085 yy -0.00014
 m=8: E 0.69792 |pi_x| 0.00250 |pi_y| 0.01939 xx -0.00002 xy -0.00016 yy -0.00123
Sum over all bands m > 8 (1/m_e): xx -0.00501, xy -0.00533, yy -0.00570
Inverse mass, formula (1/m_e): xx 5.29165, xy -0.40134, yy 0.85021
Inverse mass, second differences (1/m_e): xx 5.29165, xy -0.40134, yy 0.85021
Largest formula-difference deviation = 1.2e-07 1/m_e
Principal inverse masses = 5.32762, 0.81423 1/m_e
Principal masses = 0.18770, 1.22815 m_e
Angle of light axis from x = -5.122 degrees
xx from band 1 alone = 5.42621 1/m_e
xx with |pi_x| = g/2 and the true gap = 5.91941 1/m_e
Band 1 at X, principal inverse masses = -3.55110, 0.78845 1/m_e
Band 1 at Gamma, principal inverse masses = 0.85575, 0.91372 1/m_e
Halved potential: gap = 0.030399 hartree
Halved potential: light mass = 0.09249 m_e
Band 2 energy above X along x, in hartree (q in 1/bohr):
 q=0.01: exact 0.0002638 parabola 0.0002646 excess 0.30 percent
 q=0.02: exact 0.0010459 parabola 0.0010583 excess 1.19 percent
 q=0.04: exact 0.0040496 parabola 0.0042333 excess 4.54 percent
Observed power of q in the parabola error = 3.992
General k = (0.30 g, 0.17 g), band 2:
 slope from pi_nn = -0.48459, 0.14872 hartree bohr
 slope from differences = -0.48459, 0.14872 hartree bohr
 Hessian, formula (1/m_e): xx 1.26805, xy -0.15476, yy 0.76513
 Hessian, second differences (1/m_e): xx 1.26805, xy -0.15476, yy 0.76513
 discarded imaginary part of xy sum = 0.02978 1/m_e
Zero potential at X: jump of slope = -0.7853 hartree bohr
ALL CHECKS PASSED
```
